# Paired Davidson iteration for the Bethe–Salpeter eigenproblem and its missed roots, part 1

(Sections cited here and not found follow in the second part.)

## What symmetry fixes in advance

The static Bethe–Salpeter equation (BSE) for a closed-shell system with real orbitals is

$$
\begin{pmatrix} A & B \\ -B & -A \end{pmatrix}\begin{pmatrix} X \\ Y\end{pmatrix} = \omega \begin{pmatrix} X \\ Y\end{pmatrix},
$$

with $A$ and $B$ real symmetric $n\times n$ matrices over occupied–virtual pairs $ia$. Exchange $X$ and $Y$ in a solution. The second row, $-BX-AY=\omega Y$, reads $AY+BX=-\omega Y$, which is the first row for the vector $(Y,X)$ with eigenvalue $-\omega$; the first row becomes the second in the same way. Roots come in pairs $\pm\omega$, and the characteristic equation depends on $\omega^2$ alone.

An iterative subspace should keep this pairing, so it should be closed under the exchange. A space closed under an involution is the sum of its even and odd parts, here vectors $(p,p)$ and $(q,-q)$. The natural variables are therefore $P=X+Y$ and $Q=X-Y$, each expanded in a space of $n$-vectors. If the subspace is also closed under $(X,Y)\to(X,-Y)$, which exchanges $P$ and $Q$, the two spaces coincide: one basis $V$ serves both.

The form of a diagonal correction is constrained the same way. A correction to $P$ or $Q$ is dimensionless and linear in residuals, which are energies. Its poles must be symmetric under $\omega\to-\omega$, so the simplest form, with one pair of simple poles for each $ia$, is a numerator of the form energy times residual divided by (energy)$^2-\omega^2$.

The point group fixes one way to fail. Every operation of the method is a product with $A\pm B$, a linear combination, or the preconditioner. If these conserve a symmetry label, a label absent from the starting vectors stays absent, and the roots that carry it are not found.

## The problem and its conventions

Hartree atomic units are used, with excitation energies also in eV. Indices $i,j$ are occupied, $a,b$ virtual, and $(pq|rs)$ are two-electron integrals over real spatial orbitals in chemists' order. For singlets,

$$
A_{ia,jb} = \delta_{ij}\delta_{ab}\Delta_{ia} + 2(ia|jb) - W_{ij,ab}, \qquad B_{ia,jb} = 2(ia|jb) - W_{ib,ja},
$$

with $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ a quasiparticle gap and $W$ the statically screened interaction. Define $M_\pm=A\pm B$. The Coulomb term doubles in the sum and cancels in the difference:

$$
M_+ = \Delta + 4(ia|jb) - W_{ij,ab} - W_{ib,ja}, \qquad M_- = \Delta - W_{ij,ab} + W_{ib,ja}.
$$

Both $M_+$ and $M_-$ are assumed positive definite. The rows of the BSE are $AX+BY=\omega X$ and $BX+AY=-\omega Y$. Their sum is $(A+B)(X+Y)=\omega(X-Y)$ and their difference is $(A-B)(X-Y)=\omega(X+Y)$, that is

$$
M_+P=\omega Q,\qquad M_-Q=\omega P .
$$

The normalisation is $X\cdot X-Y\cdot Y=P\cdot Q=1$. Collect $z=(P,Q)$ and define

$$
M=\begin{pmatrix}M_+&0\\0&M_-\end{pmatrix},\qquad K=\begin{pmatrix}0&1\\1&0\end{pmatrix}.
$$

Then $Mz=(M_+P,M_-Q)=\omega(Q,P)=\omega Kz$, or $Kz=\lambda Mz$ with $\lambda=1/\omega$. With $y=M^{1/2}z$ this is the ordinary eigenproblem of the symmetric matrix $C=M^{-1/2}KM^{-1/2}$. All $\lambda$ are real, none is zero because $K$ is invertible, and $(P,-Q)$ belongs to $-\lambda$. The spectrum is $\pm1/\omega_j$ with $0<\omega_1\le\dots\le\omega_n$.

Eigenvectors of $C$ can be chosen orthogonal, so $z_j^TKz_k=0$ for different eigenvectors. For $z_k=(P_k,Q_k)$ this gives $P_j\cdot Q_k+Q_j\cdot P_k=0$, and for the partner $(P_k,-Q_k)$ it gives $-P_j\cdot Q_k+Q_j\cdot P_k=0$. Hence $P_j\cdot Q_k=\delta_{jk}$. With $P$, $Q$ now the matrices of all columns and $\Omega=\mathrm{diag}(\omega_j)$, $Q^{-1}=P^T$, and $M_+P=Q\Omega$ gives $M_+^{-1}=P\,\Omega^{-1}P^T$.

The transition dipole of singlet root $j$ is $\sqrt2\,d_\alpha\cdot P_j$, with $d_{\alpha,ia}=\langle i|r_\alpha|a\rangle$; the factor comes from two spin channels, each of amplitude $1/\sqrt2$. The oscillator strength $\tfrac23\omega|\text{dipole}|^2$ is $f_j=\tfrac43\omega_j\sum_\alpha(d_\alpha\cdot P_j)^2$, and the formula for $M_+^{-1}$ gives $\sum_jf_j/\omega_j^2=\tfrac43\sum_\alpha d_\alpha^TM_+^{-1}d_\alpha$, which the program tests.

## Projection on one subspace

Let $V$ be $n\times m$ with $V^TV=1$, and set $P=Vu$, $Q=Vw$. Requiring both equations to hold within the span of $V$ means multiplying them by $V^T$. With $m_\pm=V^TM_\pm V$,

$$
m_+u=\tilde\omega\,w,\qquad m_-w=\tilde\omega\,u .
$$

The right-hand sides contain $V^TV=1$, so the reduced problem has the form of the full one. The matrices $m_\pm$ are positive definite, since $u^Tm_\pm u=(Vu)^TM_\pm(Vu)>0$, and all $\tilde\omega$ are real.

Insert $w=m_+u/\tilde\omega$ in the second equation to get $m_-m_+u=\tilde\omega^2u$. Factor $m_-=LL^T$ (Cholesky) and write $u=\gamma Lc$. Cancelling the invertible $L$ on the left of $LL^Tm_+Lc=\tilde\omega^2Lc$ leaves the symmetric problem

$$
L^Tm_+L\,c=\tilde\omega^2c,\qquad c\cdot c=1 .
$$

The normalisation is $P\cdot Q=u\cdot w=u^Tm_+u/\tilde\omega=\gamma^2c^TL^Tm_+Lc/\tilde\omega=\gamma^2\tilde\omega$, so $\gamma=\tilde\omega^{-1/2}$, $u=Lc/\sqrt{\tilde\omega}$ and $w=m_+u/\tilde\omega$.

### Upper bounds and monotonicity

Define the quotient

$$
R(z)=\frac{z^TKz}{z^TMz}=\frac{2P\cdot Q}{P^TM_+P+Q^TM_-Q},
$$

which is the Rayleigh quotient of $C$ at $y=M^{1/2}z$. The reduced equations are the eigenproblem of the pencil restricted to the $2m$-dimensional space of vectors $(Vu,Vw)$. Order both spectra downwards, $\lambda_k=1/\omega_k$ and $\tilde\lambda_k=1/\tilde\omega_k$ for the positive halves. On the span of the first $k$ Ritz vectors, $R$ is a weighted mean of $\tilde\lambda_1,\dots,\tilde\lambda_k$, so $R\ge\tilde\lambda_k$. On the span of exact eigenvectors $k,\dots,2n$, of dimension $2n-k+1$, $R\le\lambda_k$ for the same reason. The dimensions add to $2n+1$, so the two spans share a nonzero vector, and on it $\tilde\lambda_k\le R\le\lambda_k$. Both are positive for $k\le m$, hence

$$
\tilde\omega_k\ge\omega_k,\qquad k=1,\dots,m .
$$

If $V$ is enlarged to $V'$, the same argument with the problem in $V'$ as the parent gives $\tilde\omega_k\ge\tilde\omega'_k$: no root rises as the basis grows.

The proof uses the pencil and the positivity of $M$, not the common basis. With separate bases $V_+$ and $V_-$ it goes through with the overlap $V_+^TV_-$ in place of the identity. The common basis removes that overlap, and it lets the two $W$ contractions of a basis vector be formed once and used in both $M_+$ and $M_-$.

The bound is lost when the non-symmetric $2n\times2n$ matrix $H$ of the first equation is projected orthogonally on unpaired vectors. For one unit vector $\xi=(X,Y)$, $\xi^TH\xi=X^TAX+X^TBY-Y^TBX-Y^TAY=X^TAX-Y^TAY$, since $B$ is symmetric. Since $A=(M_++M_-)/2$ is positive definite, this is a difference of two non-negative numbers, and it can lie inside the gap $(-\omega_1,\omega_1)$ where no root exists.

### Second-order error

Let $\rho(z)=1/R(z)$, the Thouless functional, and $z=z_j+h\,\delta$ with $z_j$ exact. Since $(M-\omega_jK)z_j=0$ and the matrix is symmetric, the terms of order $h^0$ and $h^1$ in $z^T(M-\omega_jK)z$ vanish. Dividing by $z^TKz$,

$$
\rho(z)-\omega_j=\frac{h^2\,\delta^T(M-\omega_jK)\,\delta}{z^TKz}.
$$

The energy error is second order in the vector error $h$.

### Residuals and what they certify

The residuals are $r_+=M_+P-\tilde\omega Q$ and $r_-=M_-Q-\tilde\omega P$, together $r=(M-\tilde\omega K)z$. The reduced equations say $V^Tr_\pm=0$. Writing $r=h(M-\omega_jK)\delta-(\tilde\omega-\omega_j)Kz$ shows that $r$ is first order in $h$, so near convergence the energy error scales as $\lVert r\rVert^2$.

With $y=M^{1/2}z$ and $\tilde\lambda=1/\tilde\omega$, one has $(C-\tilde\lambda)y=M^{-1/2}(K-\tilde\lambda M)z=-\tilde\lambda M^{-1/2}r$. Expanding $y$ in eigenvectors of $C$ gives $\lVert(C-\tilde\lambda)y\rVert\ge\min_j|\lambda_j-\tilde\lambda|\,\lVert y\rVert$. The norm is $\lVert y\rVert^2=u^Tm_+u+w^Tm_-w=2\tilde\omega\,u\cdot w=2\tilde\omega$. Therefore

$$
\min_j\left|\frac1{\tilde\omega}-\lambda_j\right|\le\frac{\sqrt{r_+^TM_+^{-1}r_++r_-^TM_-^{-1}r_-}}{\tilde\omega\sqrt{2\tilde\omega}} .
$$

If $\mu$ is the smallest eigenvalue of $M$, the numerator is at most $\lVert r\rVert/\sqrt\mu$. When the right side is below $1/\tilde\omega$ the nearest $\lambda_j$ is positive, and multiplying by $\tilde\omega\omega_j$ gives $|\tilde\omega-\omega_j|\le\omega_j\lVert r\rVert/\sqrt{2\tilde\omega\mu}$. The index $j$ is not determined. A small residual proves that $\tilde\omega_k$ is close to some root, and the upper bound proves $\tilde\omega_k\ge\omega_k$; together they allow $\tilde\omega_k\approx\omega_j$ with $j>k$.

## The diagonal preconditioner

Let the exact solution be $z+\delta z$ at $\tilde\omega+\delta\omega$. Expanding $(M-(\tilde\omega+\delta\omega)K)(z+\delta z)=0$,

$$
(M-\tilde\omega K)\,\delta z=-r+\delta\omega\,Kz+\delta\omega\,K\delta z .
$$

Here $r$ is first order in $h$, $\delta\omega$ second order and the last term third order. Keeping the first order,

$$
M_+\delta P-\tilde\omega\,\delta Q=-r_+,\qquad M_-\delta Q-\tilde\omega\,\delta P=-r_- .
$$

Solved exactly, this is useless: since $r=(M-\tilde\omega K)z$, the solution is $\delta z=-z$, which lies in the subspace already. The order counting fails for the exact inverse because $M-\tilde\omega K$ has an eigenvalue of order $\delta\omega$, so that $\delta\omega(M-\tilde\omega K)^{-1}Kz$ is of order one. The program tests that the exact solve returns $-z$.

Replace $M_\pm$ by diagonal matrices $d_\pm$, collected in $D$. The equations decouple into one $2\times2$ system per pair:

$$
\begin{pmatrix}d_+&-\tilde\omega\\-\tilde\omega&d_-\end{pmatrix}\begin{pmatrix}\delta P\\\delta Q\end{pmatrix}_{ia}=-\begin{pmatrix}r_+\\r_-\end{pmatrix}_{ia}.
$$

The determinant is $d_+d_--\tilde\omega^2$. The inverse exchanges the diagonal entries and reverses the sign of the off-diagonal ones, which gives

$$
\delta P_{ia}=-\frac{d_-r_++\tilde\omega\,r_-}{d_+d_--\tilde\omega^2},\qquad \delta Q_{ia}=-\frac{\tilde\omega\,r_++d_+r_-}{d_+d_--\tilde\omega^2},
$$

all quantities on the right taken at $ia$. This has the form anticipated at the start. The denominator vanishes at $\tilde\omega=\sqrt{d_+d_-}$, which for $d_\pm=\mathrm{diag}\,M_\pm$ is the root of the problem with the single pair $ia$. As long as $\tilde\omega$ is away from these values, $D-\tilde\omega K$ has a bounded inverse $G$ and dropping the $\delta\omega$ terms is a second-order change.

Two choices are natural: $d_\pm=\mathrm{diag}\,M_\pm$, and $d_+=d_-=\Delta$, which needs no integrals. For $d_+=d_-=d$, add and subtract the two formulas. With $\delta X=(\delta P+\delta Q)/2$, the numerator sum is $(d+\tilde\omega)(r_++r_-)$ and the denominator is $(d-\tilde\omega)(d+\tilde\omega)$. With $\delta Y=(\delta P-\delta Q)/2$, the numerator difference is $(d-\tilde\omega)(r_+-r_-)$. So

$$
\delta X=-\frac{r_X}{d-\tilde\omega},\qquad\delta Y=-\frac{r_Y}{d+\tilde\omega},\qquad r_{X,Y}=\tfrac12(r_+\pm r_-),
$$

where $r_X=AX+BY-\tilde\omega X$ and $r_Y=BX+AY+\tilde\omega Y$, as substitution of $P$ and $Q$ shows. Only the $X$ part is resonant; for $B=0$ and $Y=0$ the scheme is the ordinary Davidson correction of the Tamm–Dancoff problem.

Write $M=D+O$. Then $r=(D-\tilde\omega K)z+Oz$ and the correction is $-Gr=-z-GOz$. The first term is removed by orthogonalisation, so the new direction is the part of $GOz$ outside $V$. As an approximate inverse, the diagonal form has a first-order error: with $O$ scaled by $\eta$, $(D+\eta O-\omega K)^{-1}=G-\eta\,GOG+O(\eta^2)$.

A denominator of magnitude below $10^{-4}$ hartree$^2$ is replaced by $\pm10^{-4}$ with its sign. For a unit starting vector on pair $ia$, where $\tilde\omega$ may start near $\sqrt{d_+d_-}$, the numerator is zero because $V^Tr_\pm=0$.

## The algorithm

```
input: seeds, k roots, diagonals d+, d-, tol
V <- extend(empty, seeds)
repeat
    S+ , S-  <- append M+ v, M- v for each new column v of V
    m+ = V^T S+ ;  m- = V^T S- = L L^T
    solve L^T m+ L c = w^2 c ; keep the k lowest
    u = L c / sqrt(w) ;  x = m+ u / w
    P = V u ;  Q = V x
    r+ = S+ u - w Q ;  r- = S- x - w P
    open = roots with sqrt(|r+|^2 + |r-|^2) > tol
    if open is empty: return w, P, Q
    for each open root: form dP, dQ from the 2x2 formula
    V <- extend(V, all dP, dQ)
    if nothing was added: V <- extend(V, all r+, r-)

extend(V, candidates):
    for t in candidates:
        t <- t/|t| ;  t <- t - V V^T t
        if |t| > 1e-4:
            t <- t/|t| ;  t <- t - V V^T t
            append t/|t| to V
```

Both $\delta P$ and $\delta Q$ enter the same basis, up to $2k$ vectors per iteration. Since $\delta P-\delta Q=2\,\delta Y$, they are nearly parallel when $\delta Y$ is small against $\delta X$, and the second contributes the direction of $\delta Y$ after a cancellation; the second projection restores orthogonality lost in it. The fallback always adds a vector, because a nonzero residual is orthogonal to $V$. The iteration therefore ends at the latest when $V$ spans an invariant space, where the residuals vanish. The tolerance used below is $10^{-5}$ hartree.

Each basis vector costs one product with $M_+$ and one with $M_-$, $2n^2$ multiply-adds for stored matrices. Orthogonalisation costs $O(nm)$ per vector, the reduced solve $O(m^3)$ per iteration, and storage is $3nm$ numbers for $V$, $S_+$, $S_-$. The final basis size $m$ measures the cost, against $O(n^3)$ for full diagonalisation. If memory forces a restart, collapsing $V$ onto the span of the current $P$ and $Q$ keeps the Ritz vectors in the space, so the Ritz values do not rise; the program does not restart.

Two numerical limits belong to the reduced solve. It works with $\tilde\omega^2$, so a rounding error of order $\epsilon\,\tilde\omega_{\max}^2$ in the eigenvalue becomes $\epsilon\,\tilde\omega_{\max}^2/2\tilde\omega$ in the root, that is $\tfrac12\epsilon(\tilde\omega_{\max}/\tilde\omega)^2$ relative to $\tilde\omega$, which matters when a root is small compared with the largest Ritz value. If $M_-$ or $M_+$ is not positive definite, the Cholesky step can fail or a negative $\tilde\omega^2$ can appear, and every bound above is void.

## Which roots the iteration can reach

A point-group element $g$ maps occupied orbitals to occupied and virtual to virtual by orthogonal matrices, and acts on pair vectors as $R_g=U^{\rm occ}_g\otimes U^{\rm vir}_g$. The integrals and $W$ are invariant and orbitals mixed by $g$ are degenerate, so $R_gM_\pm=M_\pm R_g$.

Let $\Pi$ be any orthogonal projector on pair space that commutes with $M_\pm$ and with the diagonal matrices $d_-/N$, $\tilde\omega/N$, $d_+/N$ of the preconditioner, $N$ being the guarded denominator. Suppose $\Pi V=0$ at some iteration. Then $\Pi P=\Pi Vu=0$ and $\Pi Q=0$. Next, $\Pi r_+=M_+\Pi P-\tilde\omega\Pi Q=0$, and likewise $\Pi r_-=0$. The corrections satisfy $\Pi\delta P=\Pi\delta Q=0$ because $\Pi$ passes through the diagonal factors onto the residuals. Orthogonalisation subtracts columns of $V$ and preserves the property. By induction, in exact arithmetic, $\Pi V=0$ at every iteration if it holds for the seeds. A root with $\Pi P_j=P_j$ is never found, while the residuals of the roots that are returned can be made as small as wanted.

The condition concerns symmetry, not brightness. Seeds built from all three dipole vectors exclude the dark representations; seeds that lack a bright representation lose its bright roots in the same way.

The paired iteration gives upper bounds on the roots, and its residuals certify closeness to some root, but roots in a symmetry sector absent from the seeds are never found if the preconditioner conserves that sector. It remains to determine which projectors are conserved in $D_{3h}$, to see what rounding does, and to detect and cure missed roots, with BF$_3$ as the worked example.
